# Truncating the density never raises the Hartree energy at fixed orbitals

## Two coarse densities, two signs

An F$_2$ molecule is described by fixed orbitals with a plane-wave cutoff of 1000 eV. If every density coefficient above the same 1000 eV is deleted, the Hartree energy falls by 0.213 eV. If the same orbitals are instead squared on a coarse mesh of 48 points per cell edge, it rises by 0.090 eV. Both procedures economize on the density. The first deletes coefficients and has a definite sign; the second moves them to other wavevectors and has none.

The precise statement is this. At fixed orbitals, exact deletion of density coefficients cannot raise the Hartree energy. It lowers that energy if any deleted coefficient is nonzero. Nothing comparable follows for the total energy.

## Conventions and band limit

Equations are in Hartree atomic units; results for the molecule are in eV and nm. The cell is periodic with volume $V$, and $\mathbf G$ runs over its reciprocal vectors. The orbitals are

$$\psi_{i\mathbf k}(\mathbf r)=V^{-1/2}\sum_{\mathbf G}c_{i\mathbf k}(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\qquad |\mathbf k+\mathbf G|\le k_c ,$$

with orbital cutoff energy $k_c^2/2$. Let $f_{i\mathbf k}\ge0$ be the occupations, including the weights of the $\mathbf k$ points. The electron number density is $n=\sum f_{i\mathbf k}|\psi_{i\mathbf k}|^2=\sum_{\mathbf Q}n(\mathbf Q)e^{i\mathbf Q\cdot\mathbf r}$. Multiplying the two orbital expansions and collecting the terms with wavevector difference $\mathbf Q$ gives

$$n(\mathbf Q)=\frac1V\sum_{i\mathbf k}f_{i\mathbf k}\sum_{\mathbf G}c^*_{i\mathbf k}(\mathbf G)\,c_{i\mathbf k}(\mathbf G+\mathbf Q).$$

A term contributes only if both of its plane waves lie inside the cutoff sphere. The triangle inequality then gives

$$|\mathbf Q|\le|\mathbf k+\mathbf G+\mathbf Q|+|\mathbf k+\mathbf G|\le 2k_c .$$

The density therefore ends at $2k_c$. Since energy goes as wavevector squared, a complete density needs four times the orbital cutoff energy.

## The Hartree energy as a sum of squares

The Hartree potential $\phi$, taken as the potential energy of an electron, obeys $-\nabla^2\phi=4\pi(n-\bar n)$, where $\bar n=n(\mathbf 0)$ is the mean density. The mean is removed because the $\mathbf G=\mathbf 0$ parts of the electron and ion energies are treated together in a neutral cell. Truncation keeps $n(\mathbf 0)$, and hence the electron number, so this convention does not affect the loss. On a plane wave $-\nabla^2$ gives $G^2$, so

$$\phi(\mathbf G)=\frac{4\pi n(\mathbf G)}{G^2}\quad(\mathbf G\ne\mathbf 0),\qquad \phi(\mathbf 0)=0 .$$

The density is real, so $n$ may be replaced by $n^*$ in the energy:

$$E_H=\frac12\int_V n\,\phi\,d^3r=\frac12\sum_{\mathbf G,\mathbf G'}n^*(\mathbf G)\phi(\mathbf G')\int_V e^{i(\mathbf G'-\mathbf G)\cdot\mathbf r}d^3r .$$

The last integral is $V$ for $\mathbf G=\mathbf G'$ and zero otherwise. Hence

$$E_H=2\pi V\sum_{\mathbf G\ne\mathbf 0}\frac{|n(\mathbf G)|^2}{G^2}. \tag{1}$$

No term is negative, because electrons repel and the Coulomb kernel $4\pi/G^2$ is positive.

## What deletion removes

Choose a density cutoff $G_d<2k_c$. Let $n_<$ contain the coefficients with $|\mathbf G|\le G_d$, and let $\delta n=n-n_<$ contain the rest. The sphere holds $-\mathbf G$ whenever it holds $\mathbf G$, so both parts are real functions. Let $\phi_<$ and $\delta\phi$ be their potentials. Expanding the energy gives

$$E_H[n]=E_H[n_<]+E_H[\delta n]+\frac12\int_V(n_<\,\delta\phi+\delta n\,\phi_<)\,d^3r .$$

Each mixed integral is a sum of products of coefficients at the same $\mathbf G$. One factor of every product vanishes, because the two parts share no wavevector. The mixed terms are therefore zero, and

$$D\equiv E_H[n]-E_H[n_<]=2\pi V\sum_{|\mathbf G|>G_d}\frac{|n(\mathbf G)|^2}{G^2}\ge0 . \tag{2}$$

The loss $D$ is the Hartree self-energy of the deleted density. It is also an electrostatic field energy. The gradient multiplies each coefficient by $i\mathbf G$, so

$$\frac1{8\pi}\int_V|\nabla\delta\phi|^2d^3r=\frac V{8\pi}\sum_{|\mathbf G|>G_d}G^2\,\frac{16\pi^2|n(\mathbf G)|^2}{G^4}=D .$$

The sign in (2) does not use the band limit. It also holds when localized augmentation charges extend the density beyond $2k_c$. In that case a cutoff at $2k_c$ need not be free of loss.

For an implementation, the potential must match the truncated energy. Varying the retained sum gives

$$\delta E_H[n_<]=\frac V2\sum_{0<|\mathbf G|\le G_d}\frac{4\pi}{G^2}\left[\delta n^*(\mathbf G)n(\mathbf G)+n^*(\mathbf G)\delta n(\mathbf G)\right]=\int_V\phi_<\,\delta n\,d^3r ,$$

where $\delta n$ now denotes a small variation of the density. The second equality holds because the two terms in the bracket give equal sums after $\mathbf G\to-\mathbf G$. The orbitals must therefore feel $\phi_<$. The energy may be evaluated as $\frac12\int n\phi_<$ or as $\frac12\int n_<\phi_<$; the two agree because the mixed terms vanish.

## How large the loss can be

Every deleted term has $1/G^2<1/G_d^2$. Replacing the factor and using Parseval's identity, $V\sum|\delta n(\mathbf G)|^2=\int|\delta n|^2d^3r$, gives

$$D\le\frac{2\pi}{G_d^2}\int_V|\delta n|^2\,d^3r . \tag{3}$$

The ratio of the right side to $D$ is the mean of $G^2/G_d^2$ over the deleted terms, each weighted by its share of the loss. A ratio near one means that the loss comes from wavevectors just above the cutoff.

A second limit applies when $G_d$ approaches $2k_c$. Take a large cell, so that sums over wavevectors become integrals with density $V/(2\pi)^3$. A coefficient at $Q=2k_c-q$ needs pairs of plane waves in the overlap of two spheres of radius $k_c$ whose centres are $Q$ apart. The overlap consists of two caps of height $h=q/2$, with total volume

$$\frac{2\pi}{3}h^2(3k_c-h)\le2\pi k_ch^2=\frac{\pi k_cq^2}{2}.$$

Let $c_s$ be the largest $|c_{i\mathbf k}|$ among the plane waves involved, and let $N$ be the number of electrons. Then

$$|n(Q)|\le\frac NV\,c_s^2\,\frac V{8\pi^3}\,\frac{\pi k_cq^2}{2}=\frac{Nc_s^2k_cq^2}{16\pi^2}.$$

In (2) the shell factor $4\pi Q^2$ cancels the $1/Q^2$ of the kernel. With $q_d=2k_c-G_d$,

$$D\le\frac{V^2}{\pi}\int_0^{q_d}\left(\frac{Nc_s^2k_cq^2}{16\pi^2}\right)^2dq=\frac{V^2}{5\pi}\left(\frac{Nc_s^2k_c}{16\pi^2}\right)^2q_d^5 .$$

The loss thus vanishes at least as fast as the fifth power of the distance from $2k_c$. Few pairs of plane waves can reach the largest differences. If $c_s$ also shrinks near the cutoff, the bound falls faster still.

## The molecule

The cubic cell has edge $L=0.8$ nm and the bond length is set to 0.141 nm. The 14 valence electrons are treated by restricted Hartree–Fock with the ccECP effective core potential and its double-zeta Gaussian basis. The seven occupied orbitals are sampled on a mesh, Fourier transformed, cut at 1000 eV and orthonormalized again. They are then held fixed, at $\mathbf k=\mathbf 0$. Core electrons and correlation are left out, and the orbitals are not a self-consistent plane-wave solution. The example measures cutoff effects and does not supply a reference energy for F$_2$.

The cutoff corresponds to $k_c=162.0$ nm$^{-1}$. In units of the smallest reciprocal vector this is $k_cL/2\pi=162.0\times0.8/6.283=20.6$, so the integer index of an orbital plane wave reaches 20 along each axis. The density index reaches 40.

With the complete density, (1) gives $E_H=1153.360$ eV. Keeping only $|\mathbf G|\le k_c$ gives $1153.360-0.213=1153.147$ eV. The table varies $G_d$ at fixed orbitals. Its second column is the density cutoff energy, $(G_d/k_c)^2\times1000$ eV. The last two columns are changes on truncation, defined in the section on other energies.

| $G_d/k_c$ | Cutoff (eV) | Loss $D$ (eV) | Ion term (eV) | Exchange (eV) |
|---:|---:|---:|---:|---:|
| 1.00 | 1000 | 0.213 | −7.90 | −6.33 |
| 1.25 | 1563 | 0.0137 | −0.872 | −1.47 |
| 1.50 | 2250 | 0.000495 | −0.0614 | −0.202 |
| 1.75 | 3063 | 0.0000056 | −0.0019 | −0.0145 |
| 2.00 | 4000 | 0 | 0 | 0 |

The zeros in the last row hold to rounding error, as the band limit requires. The other digits belong to this basis, cell and mesh. A triple-zeta basis raises $E_H$ to about 1159.1 eV, and transforming the orbitals analytically instead of on the mesh lowers it by 0.003 eV. A triple-zeta basis or a cell of 0.9 nm changes the losses by up to about 2% and the ion entries at $k_c$ and $1.5k_c$ by about 1%. A 135-point mesh in place of the 90-point one changes the exchange column by up to about 1.5%.

At $G_d=k_c$ the bound (3) is 0.257 eV. Its ratio to the loss is $0.257/0.213=1.21$, so the weighted root-mean-square wavevector of the deleted terms is $\sqrt{1.21}=1.10$ times $G_d$. Most of the loss comes from just outside the cutoff, although the deleted range extends to $2G_d$.

Moving from $1.50k_c$ to $1.75k_c$ halves the distance to $2k_c$. The loss falls by a factor of 88, against $2^5=32$ from the fifth power alone. The bound allows this faster fall; its cause was not tested.

## Deletion is not folding

A mesh with $N_m$ points per edge cannot distinguish two waves whose indices differ by a multiple of $N_m$. Squaring orbitals on such a mesh produces

$$\tilde n(\mathbf m)=\sum_{\mathbf b}n(\mathbf m+N_m\mathbf b),$$

where $\mathbf m$ is the integer index of $\mathbf G$ and $\mathbf b$ runs over integer vectors. Coefficients that do not fit are added to others at smaller wavevectors, where the kernel is larger. They can also interfere with what is already there, so the argument leading to (2) fails.

One orbital suffices to show a rise. Let two electrons occupy $(e^{-2i\theta}+e^{i\theta})/\sqrt{2V}$, with $\theta=2\pi x/L$. The density is

$$n=\frac2V(1+\cos3\theta),\qquad n(\pm3)=\frac1V .$$

With $g=2\pi/L$, equation (1) gives

$$E_H=2\pi V\cdot\frac{2}{V^2\,9g^2}=\frac{4\pi}{9Vg^2}.$$

On four points, $\theta_j=2\pi j/4$ and $\cos3\theta_j=\cos\theta_j$. The density appears to have index 1 instead of 3, and the energy becomes $4\pi/(Vg^2)$, nine times too large. For $L=7$ bohr and $V=140$ bohr$^3$ the two energies are 0.337 and 3.032 eV. Exact deletion of index 3 would give zero.

Folding can also lower the energy. The density proportional to $1+\frac12(\cos\theta-\cos3\theta)$ is positive everywhere, so by the Fejér–Riesz theorem it is the squared modulus of one orbital with indices 0 to 3. On the same four points the two cosines cancel. The density looks uniform, and its Hartree energy falls to zero.

In the molecule, folding raises the energy. On the 48-point mesh, deleting the coefficients that do not fit, those with any index of magnitude 24 or more, would lower the Hartree energy by 0.0103 eV. Squaring the orbitals on that mesh raises it by 0.0900 eV. Shifting the molecule along its bond by half a mesh step, 0.0083 nm, changes the rise to 0.0885 eV. The complete periodic energy does not depend on such a shift: a translation by $\mathbf s$ multiplies $n(\mathbf G)$ by $e^{-i\mathbf G\cdot\mathbf s}$ and leaves $|n(\mathbf G)|^2$ alone. Folding adds coefficients with different phases, so their sum can depend on position.

A mesh can be chosen so that the retained coefficients are clean. Let $M_n$ be the largest density index along an axis and $M_d$ the largest retained one. For $N_m>M_n$, a component folded along that axis lands at a magnitude of at least $N_m-M_n$. It misses the retained range if

$$N_m\ge M_n+M_d+1 .$$

Here $M_n=40$. Truncation at $k_c$ has $M_d=20$ and needs 61 points; truncation at $1.5k_c$ has $M_d=30$ and needs 71; the complete density needs 81. The orbitals are squared on this mesh, the density is transformed, and coefficients outside the sphere are set to zero. These three steps realize the deletion assumed in (2).

## Other energies have no such sign

The ion–electron energy is linear in the density. To size it, each fluorine core is modelled by a charge $Z=7$ with a Gaussian distribution of standard deviation $\sigma=0.010$ nm. This is a model for the estimate, not the ccECP potential, and the result depends strongly on $\sigma$: at $G_d=k_c$ the change is about −28 eV for $\sigma=0.005$ nm and −0.08 eV for $\sigma=0.020$ nm. The local part of the ccECP potential is harder than the model with $\sigma=0.010$ nm: it gives about −28 eV at $G_d=k_c$ and −0.53 eV at $1.5k_c$, so the ion column understates the change for that potential. Let $\tilde\phi$ be the potential with coefficients $4\pi\,\delta n(\mathbf G)e^{-G^2\sigma^2/2}/G^2$, where $\delta n$ is again the deleted density. Electrons are attracted to the cores, so removing $\delta n$ changes the energy by

$$\Delta E_{\rm ion}=+Z\sum_{\mathbf R}\tilde\phi(\mathbf R),$$

summed over the two nuclear positions. If both cores are shifted rigidly by $\mathbf s$ while the density stays fixed, this becomes a periodic function of $\mathbf s$. It has no $\mathbf G=\mathbf 0$ coefficient, so its mean is zero. It must take both signs unless it vanishes everywhere. At $G_d=k_c$, over shifts by whole steps of a 90-point mesh, it runs from −7.90 to +2.25 eV. At the positive end the sum of Hartree and ion terms rises by $2.25-0.21=2.04$ eV. The shift is artificial, but it shows that electrostatics as a whole has no one-sided rule.

The exchange column uses the local-density form $-\frac34(3/\pi)^{1/3}\int n^{4/3}d^3r$, with negative densities set to zero. Such values do occur. At $G_d=k_c$ the lowest retained density on the 90-point mesh is −76 nm$^{-3}$, while the cell average is $14/0.8^3=27$ nm$^{-3}$. Setting the negative values to zero raises the electron number from 14 to 16.2, and most of the exchange column comes from this step. If $n^{4/3}$ is replaced by $-|n|^{4/3}$ wherever $n<0$, the change at $G_d=k_c$ is only about −0.7 eV. This functional is not a sum of squares of Fourier coefficients, so (2) says nothing about the sign of its change.

The sizes matter as much as the signs. The Hartree loss is quadratic in $\delta n$, whereas the ion term is linear. At $1.5k_c$ the ion change is about 120 times the loss for the core width chosen here. The exchange change is about 400 times the loss, mostly because negative densities are set to zero. A small Hartree loss is therefore no evidence that the total energy has converged with the density cutoff.

## If the orbitals relax

Suppose that only the Hartree term is truncated. Let $F[\psi]$ be the full energy functional, with minimum $E$ at $\psi_f$. The truncated functional is $F-D$, with minimum $E_t$ at $\psi_t$. Using each minimizer as a trial state for the other functional gives

$$E_t\le F[\psi_f]-D[\psi_f]=E-D[\psi_f],\qquad E\le F[\psi_t]=E_t+D[\psi_t].$$

Together these bracket the drop of the minimum:

$$D[\psi_f]\le E-E_t\le D[\psi_t].$$

Relaxation therefore makes the drop at least as large as the loss at the full solution. A small model shows the spread. Two electrons share one orbital that varies along $x$ in a cell of length 6 bohr and volume 60 bohr$^3$, with plane-wave indices from −5 to 5. The energy is kinetic plus Hartree plus that of an external potential $-3\cos(2\pi x/L)$ hartree. The truncated version keeps Hartree indices $\pm1$. Quasi-Newton minimization gives a drop of 1.215 eV, between $D[\psi_f]=1.158$ eV and $D[\psi_t]=1.273$ eV. If the ion or exchange–correlation terms are truncated as well, the same argument holds with $D$ replaced by the total amount by which truncation lowers the functional. That amount can have either sign, so the minimum need not drop.

## Relation to practical calculations

The orbital cutoff of 1000 eV is itself an approximation. Cutting the orbitals removed 0.030 of the 14 electrons. After the orbitals were orthonormalized again, the Hartree energy was about 4.1 eV lower than before the cut (4.12 eV with the uncut density sampled on the 90-point mesh, 4.14 eV with it evaluated from Gaussian integrals). That is about 19 times the largest loss in the table. It compares different orbitals, so (2) does not govern its sign.

The periodic cell matters too. For the isolated molecule, before projection, Gaussian integrals give a Hartree energy of 1647.2 eV; the periodic value is lower mainly because it omits $\mathbf G=\mathbf 0$ and includes images. One kernel for isolated systems cuts the Coulomb interaction at a radius $R_c$, which multiplies $4\pi/G^2$ by $1-\cos GR_c$. This factor is never negative, so the sign of the loss survives. With $R_c=L/2$ the loss at $G_d=k_c$ becomes $0.213+0.028=0.241$ eV. This value is specific to the chosen radius: with $R_c=0.38$ nm the loss is 0.183 eV, below the periodic one. The difference is therefore not a pure image correction: a finite sum of plane waves cannot vanish throughout a region of space, so the retained density is not confined as the isolated kernel assumes.

The sign rule assumes that truncation touches the Hartree term alone. When the same truncated density enters the ion and exchange terms, the table shows changes of several eV in each at $G_d=k_c$, and of 0.06 and 0.20 eV at $1.5k_c$, for these fixed orbitals, this core model and this treatment of negative densities. With the local part of ccECP the ion changes are larger, about 28 and 0.5 eV. Convergence should then be judged on the total energy, or on the energy difference of interest.
